# Landau energy minimization for coherent ferroelectric films of any orientation

Before minimizing the energy of a film grown on a tilted substrate cut, one must decide which strains to hold and which to release. The substrate fixes three in-plane strains. The free surface leaves the normal strain and two out-of-plane shears to adjust. For the (321) film treated below, holding those shears at zero raises the calculated minimum by 27 MJ/m³, about half its depth below the unstrained paraelectric state. The remedy is a small linear solve, which can first be done by hand.

## A film with one free strain

Take a cubic-parent ferroelectric film on a thick (001) substrate. It is uniform and coherent, its top is free of traction, and ideal short-circuited electrodes keep the field at zero. Polarization \(p\) points along the normal. Both in-plane normal strains equal \(u\), measured from the unstrained cubic lattice, and the in-plane shear is zero.

At zero stress, electrostriction gives the in-plane strain \(Q_{12}p^2\) and the normal strain \(Q_{11}p^2\). Only departures from these cost elastic energy. Let
\[
d=u-Q_{12}p^2,\qquad w=\eta_{33}-Q_{11}p^2 .
\]
In linear elasticity the cost is
\[
f_{\rm el}=(C_{11}+C_{12})d^2+2C_{12}dw+\tfrac12C_{11}w^2 .
\]
The surface is free, so \(\partial f_{\rm el}/\partial w=2C_{12}d+C_{11}w=0\), and \(w=-2C_{12}d/C_{11}\). Substitution gives
\[
f_{\rm el}=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)d^2 .
\]
Compliances lead there faster. With equal in-plane stresses \(t\) and no normal stress, \(d=(s_{11}+s_{12})t\). The energy is half of stress times strain, summed over two directions:
\[
f_{\rm el}=td=\frac{d^2}{s_{11}+s_{12}} .
\]

The example uses rounded parameters. Energy densities and stresses are in GPa (1 GPa = 1000 MJ/m³), and polarization is in C/m². With \(C_{11}=174.6\) and \(C_{12}=79.4\), the first form gives \(254.0-72.2=181.8\) GPa. With \(s_{11}=8.0\) and \(s_{12}=-2.5\) TPa⁻¹, the second gives \(1/0.0055=181.8\) GPa. Keeping 254.0 GPa would mean setting \(w=0\), that is, holding the normal strain at its stress-free value \(Q_{11}p^2\).

The stress-free Landau energy along a cube axis is \(a_1p^2+a_{11}p^4+a_{111}p^6\). Adding \(f_{\rm el}\) and expanding \(d^2\), with \(s=s_{11}+s_{12}\), yields
\[
F=\frac{u^2}{s}+\left(a_1-\frac{2Q_{12}u}{s}\right)p^2
+\left(a_{11}+\frac{Q_{12}^2}{s}\right)p^4+a_{111}p^6 .
\]
At 300 K, \(a_1=-0.171\), \(a_{11}=-0.07\) and \(a_{111}=0.26\). Take \(Q_{12}=-0.025\) m⁴/C² and \(u=-0.005\). The coefficients of \(p^0,p^2,p^4,p^6\) are then
\[
0.00455,\quad -0.21645,\quad 0.04364,\quad 0.26 .
\]
Setting the derivative with respect to \(p^2\) to zero gives
\[
p^2=\frac{-0.04364+\sqrt{0.04364^2+3(0.21645)(0.26)}}{3(0.26)}=0.4738 .
\]
Thus \(p=0.688\) C/m², or 68.8 µC/cm², and \(F=-0.0606\) GPa.

The stress is \(t=181.8(-0.005+0.025\times0.4738)=1.24\) GPa, which is tensile although the misfit is called compressive. The misfit refers to the cubic lattice, whereas the polarized film would like to contract in plane by more than 0.5 %. This tension is why \(p\) lies below the bulk value of 75.3 µC/cm².

## Tensors that rotate without stray factors

For a general cut, let the rows of \(R\) be the film axes in crystal components, with the normal as third row. Then \(P_{\rm film}=RP_{\rm crystal}\), and the Landau energy in film components is \(L(R^TP)\). Evaluating the polynomial at \(R^TP\) does the same work as rotating its coefficient tensors.

Write a symmetric tensor \(T\) as the six-vector
\[
(T_{11},T_{22},T_{33},\sqrt2T_{23},\sqrt2T_{13},\sqrt2T_{12}).
\]
The factor \(\sqrt2\) makes the ordinary scalar product equal to \(T_{ij}U_{ij}\), because each off-diagonal component occurs twice in that sum. Let \(B_a\) be the six symmetric matrices belonging to the unit six-vectors. Rotation \(T\to RTR^T\) becomes multiplication by
\[
N_{ab}=B_a:(RB_bR^T).
\]
Rotation preserves \(T_{ij}U_{ij}\), so \(N\) is orthogonal. If strain is \(S\) times stress in crystal axes, then in film axes it is \(NSN^T\) times stress. The electrostriction matrix \(Q\), which maps the six-vector \([PP]\) of \(P_iP_j\) to strain, becomes \(NQN^T\).

The shear entries need care. With engineering shears, \(2\eta_{23}=s_{44}\sigma_{23}\) and \(2\eta_{23}=Q_{44}P_2P_3\). Dividing both by \(\sqrt2\) gives
\[
\sqrt2\eta_{23}=\tfrac12s_{44}(\sqrt2\sigma_{23}),\qquad
\sqrt2\eta_{23}=\tfrac12Q_{44}(\sqrt2P_2P_3).
\]
Both matrices therefore carry half the engineering constant on their shear diagonal. From here on \(S\), \(Q\) and \(C=S^{-1}\) are the rotated matrices.

## The constrained solve

Put \(q=Q[PP]\). The energy at given polarization and strain is
\[
f=L(R^TP)+\tfrac12(\eta-q)^TC(\eta-q).
\]
Releasing all strains gives \(\eta=q\) and \(f=L\). The coefficients in \(L\) must therefore be those measured at zero stress; constants defined at zero strain would count electrostriction wrongly.

Let \(A\) select the in-plane components \(I=(11,22,12)\), so that the substrate imposes \(A\eta=u\), where \(u\) is now a three-component vector. Introduce multipliers \(\sigma\) and make
\[
\tfrac12(\eta-q)^TC(\eta-q)-\sigma^T(A\eta-u)
\]
stationary. This gives \(C(\eta-q)=A^T\sigma\). The left side is the stress. Its in-plane entries are the multipliers, and its other three entries vanish, which is the traction-free condition. Together with the constraint,
\[
\begin{pmatrix}C&-A^T\\A&0\end{pmatrix}
\begin{pmatrix}\eta\\\sigma\end{pmatrix}=
\begin{pmatrix}Cq\\u\end{pmatrix}.
\]
The matrix does not contain \(P\), so one factorization serves the whole minimization.

The solution can be written out. Multiplying the stress equation by \(S\) gives \(\eta-q=SA^T\sigma\). Multiplying by \(A\) then gives
\[
d\equiv u-Q_I[PP]=S_{II}\sigma,\qquad S_{II}=ASA^T ,
\]
where \(Q_I=AQ\). Hence \(\sigma=Kd\) with \(K=(S_{II})^{-1}\). The elastic energy is
\[
\tfrac12\sigma^TASCSA^T\sigma=\tfrac12\sigma^TS_{II}\sigma=\tfrac12d^TKd ,
\]
and the film energy is
\[
\boxed{F(P)=L(R^TP)+\tfrac12d^TKd .}
\]
Positive definite \(S\) guarantees that \(S_{II}\) can be inverted and that the stationary strain is the minimum. Note the order: cut the block out of the compliance, then invert. The in-plane block of \(C\) describes a film whose out-of-plane strains are all held at their stress-free values, the entries of \(q\).

## A second case by hand: (111)

Let \(P\) lie along the normal of a (111) film. Equal biaxial stress \(t\) has crystal components \(2t/3\) on the diagonal and \(-t/3\) off it. The resulting elastic strains are
\[
e_{\rm diag}=\tfrac23(s_{11}+2s_{12})t,\qquad e_{\rm off}=-\tfrac16s_{44}t .
\]
For a tensor of this form, the strain in any direction perpendicular to [111] is \(e_{\rm diag}-e_{\rm off}\). Thus
\[
d=\left[\tfrac23(s_{11}+2s_{12})+\tfrac16s_{44}\right]t .
\]
With \(s_{44}=9.0\) TPa⁻¹ the bracket is \(2.0+1.5=3.5\) TPa⁻¹, so \(f_{\rm el}=td=Md^2\) with \(M=285.7\) GPa.

The same projection gives the spontaneous in-plane strain \(Q_tp^2\), where
\[
Q_t=\tfrac13(Q_{11}+2Q_{12})-\tfrac16Q_{44}=0.00167\ {\rm m^4/C^2},
\]
for \(Q_{11}=0.090\) and \(Q_{44}=0.070\). The Landau polynomial is
\[
\begin{aligned}
L={}&a_1\sum_iP_i^2+a_{11}\sum_iP_i^4+a_{12}\sum_{i<j}P_i^2P_j^2\\
&+a_{111}\sum_iP_i^6+a_{112}\sum_{i\ne j}P_i^4P_j^2+a_{123}P_1^2P_2^2P_3^2 .
\end{aligned}
\]
With \(a_{12}=0.75\), \(a_{112}=0.60\), \(a_{123}=-3.0\) and every \(P_i^2=p^2/3\), its quartic and sextic coefficients are \((a_{11}+a_{12})/3=0.2267\) and \((3a_{111}+6a_{112}+a_{123})/27=0.0511\). Adding \(M(u-Q_tp^2)^2\) gives
\[
F=0.00714-0.16624p^2+0.22746p^4+0.05111p^6 .
\]
The minimum is at \(p^2=0.3290\), so \(p=57.4\) µC/cm² and \(F=-21.1\) MJ/m³. The stress is \(285.7(-0.005-0.00055)=-1.59\) GPa. Here the film is compressed, because \(Q_t\) is small and positive while \(Q_{12}\) is negative. The same misfit thus produces stresses of opposite sign on the two cuts.

## Finding the minimum when the direction is unknown

Write \(P=pn\) with \(n\) a unit vector, and set \(g=Q_I[nn]\) and \(m=R^Tn\). Let \(L_4\) and \(L_6\) be the quartic and sextic parts of \(L\). Since \([PP]=p^2[nn]\), each ray has
\[
F=A_0+A_2p^2+A_4p^4+A_6p^6,
\]
\[
\begin{aligned}
A_0&=\tfrac12u^TKu, & A_2&=a_1-g^TKu,\\
A_4&=L_4(m)+\tfrac12g^TKg, & A_6&=L_6(m).
\end{aligned}
\]
With \(x=p^2\), stationarity reads \(A_2+2A_4x+3A_6x^2=0\). Its larger root,
\[
x=\frac{-A_4+\sqrt{A_4^2-3A_2A_6}}{3A_6},
\]
is the minimum because the slope of the derivative there is \(2\sqrt{A_4^2-3A_2A_6}>0\). If this root is real and positive, its energy is compared with that at \(x=0\); otherwise \(x=0\) is lowest on the ray.

This needs \(A_6>0\). The six products in the \(a_{112}\) sum have a total of at least \(6P_1^2P_2^2P_3^2\), by the inequality of arithmetic and geometric means. Here \(6a_{112}+a_{123}=0.6>0\), and \(a_{111}>0\), so the condition holds in every direction.

The three-dimensional search is now a scan over directions. One hemisphere suffices, because \(F(-P)=F(P)\) at zero field. The best well-separated rays start a local descent, whose gradient follows from \(\delta(\tfrac12d^TKd)=\sigma^T\delta d=-\sigma^TQ_I\delta[PP]\). Let \(T\) be the symmetric matrix with six-vector \(Q_I^T\sigma\). Then \(\sigma^TQ_I[PP]=P^TTP\), and
\[
\nabla F=R\nabla L(R^TP)-2TP .
\]
A dense scan can still miss a very narrow basin, so it is no proof of a global minimum. As a separate test, the energy written in crystal axes was minimized directly over \(P\) and the three free strains from 24 random starts per orientation. For all four cuts below, the lowest energies agreed with those of the scan within \(10^{-4}\) MJ/m³.

## Reading a low-symmetry film

For (321), with first film axis along \([1\bar1\bar1]\), the solve gives
\[
K=\begin{pmatrix}253.3&26.0&-3.3\\26.0&208.3&-26.5\\-3.3&-26.5&121.0\end{pmatrix}{\rm GPa}.
\]
The last row and column refer to \(\sqrt2\) times the shear. Multiplying by \(u=(-0.005,-0.005,0)\) gives \((-1.40,-1.17,0.15)\) GPa. Even before it polarizes, this film answers an isotropic misfit with unequal stresses and a shear stress.

The lowest state has crystal components \((69.1,5.4,5.4)\) µC/cm². It is a [100]-like state turned by about 6° toward the normal. Its six-vector stress is \((-2.352,0.708,0.697)\) GPa, for which \(\tfrac12\sigma^TS_{II}\sigma=15.75\) MJ/m³. The total is \(-51.63\) MJ/m³, so the Landau part is \(-67.4\) MJ/m³, only 4.7 above the bulk minimum of \(-72.1\). Most of the penalty for being a film is therefore elastic.

At the same misfit, temperature and ideal electrodes, the four cuts give:

| Cut | Normal \(P\), µC/cm² | Tilt | \(F\), MJ/m³ |
|---|---:|---:|---:|
| (001) | 68.8 | 0° | −60.6 |
| (110) | 52.5 | 35° | −34.2 |
| (111) | 57.4 | 0° | −21.1 |
| (321) | 59.7 | 31° | −51.6 |

Tilt is measured from the normal. Clamping the out-of-plane shears and minimizing again raises \(F\) by 11.9 MJ/m³ for (110) and 27.3 MJ/m³ for (321). It changes nothing for (001) and (111): their free minima already have zero shear, and an added constraint that the minimum satisfies cannot raise it. Agreement on a (001) test case polarized along the normal therefore says nothing about whether the shears are treated correctly.

## How far domains could lower the energy

A film may split into domains. Let angle brackets denote the average over a laterally periodic, coherent film; periodicity fixes the mean in-plane strain at \(u\). For any constant \(\sigma\),
\[
\langle f\rangle=\sigma^Tu+\langle f-\sigma^TA\eta\rangle
\ge\sigma^Tu+\min_{P,\eta}(f-\sigma^TA\eta).
\]
Minimizing over strain gives \(\eta-q=SA^T\sigma\), and therefore
\[
\langle f\rangle\ge\sigma^Tu-\tfrac12\sigma^TS_{II}\sigma+\min_P\left(L-\sigma^TQ_I[PP]\right).
\]
Domain-wall and stray-field energies are non-negative and can only add to the left side. The best \(\sigma\) gives floors of \(-72.1\), \(-40.8\), \(-36.2\) and \(-55.9\) MJ/m³, in the order of the table. Domains can thus gain at most 11.5, 6.6, 15.1 and 4.3 MJ/m³. These are bounds, not predicted domain energies, and the gains assume ideal electrodes.

The (001) floor equals the bulk energy, for a reason that can be checked by hand. Bulk domains polarized along the normal have in-plane strains of \(-1.42\) %. A domain polarized in plane has \(+5.10\) % along its own axis. Fractions of 14 % for each of the two in-plane axes and 72 % for the normal average to \(-0.5\) % in both directions, with no stress. Fitting such domains together at the substrate costs energy that the floor omits.

## Electrodes, temperature and real films

The parameters are rough values in the regime of lead titanate, and none is meant to lie far from typical. Their bulk polarization of 75 µC/cm² and tetragonal strain of 6.5 % are of the right size for that material. The numbers show trends of a mean-field model, not data for a particular film.

Two assumptions can matter strongly here: a single domain, discussed above, and ideal screening. The following estimate relaxes only the second. Let the two electrodes together act as a gap of effective length \(\lambda\), much thinner than the film thickness \(h\). Short circuit requires \(E h+\lambda P_n/\epsilon_0=0\), where \(P_n\) is the normal polarization. Integrating \(-E\,dP_n\) adds
\[
\frac{\lambda}{2\epsilon_0h}P_n^2
\]
to \(F\). For \(h=10\) nm and a rough \(\lambda=0.02\) nm the coefficient is \(0.113\) in the units used above, comparable with \(|a_1|=0.171\). Minimizing again lowers \(P_n\) on (001) from 68.8 to 55.9 µC/cm², with a depolarizing field of 1.3 MV/cm. That is of the order of rough breakdown fields for thin oxide films, so leakage may matter. On (111) the polarization turns away from the normal: its tilt becomes 56° and \(P_n\) falls from 57.4 to 23.0 µC/cm². A ranking of cuts by normal polarization must therefore name the electrodes: with these, (111) drops from third to last. These screened states are still single domains. Their energies rise to \(-15.6\), \(-10.1\), \(-1.8\) and \(-18.9\) MJ/m³ in the order of the table, while the floors stay where they were, so the room left for domains grows to about 56, 31, 34 and 37 MJ/m³. On (001), a rough estimate with a wall energy of order 0.1 J/m² puts 180° stripes at about the same energy as the uniform state, so the screened values need not describe the lowest state.

With ideal electrodes, raising the temperature to 400 K at fixed misfit reduces \(P_n\) by 5 % on (001) and 11 % on (111). With the imperfect electrodes above, both reductions are larger. Thermal expansion would also change the misfit, which this comparison leaves out.

Coherence has a limit too. In an isotropic estimate for the unpolarized film, a misfit dislocation with Burgers length \(b\) costs \(\mu b^2\ln(eh/b)/[4\pi(1-\nu)]\) per unit length, where \(\mu\) is the shear modulus and \(\nu\) Poisson's ratio. The misfit stress \(2\mu(1+\nu)|u|/(1-\nu)\) does work \(bh\) times that stress. Equating the two gives
\[
h=\frac{b\ln(eh/b)}{8\pi(1+\nu)|u|} .
\]
With \(b=0.4\) nm and \(\nu=0.31\) this is about 10 nm. The crystal is far from isotropic, with \(2C_{44}/(C_{11}-C_{12})=2.3\). For an edge dislocation on (001) the cubic energy factor of 91 GPa replaces \(\mu/(1-\nu)=69\) GPa and gives about 15 nm before the film polarizes. A 10 nm film is thus near the limit of equilibrium coherence. Polarization changes the stress, and with it this thickness. In a thicker film \(u\) may relax, and the actual strain should then replace the nominal misfit.

Linear elasticity is also stretched. The largest principal strain is 3.9 %, on (321). In a coherent film the out-of-plane shears also rotate the lattice, so the geometric correction is \(\tfrac12H^TH\), where \(H\) is the full displacement gradient. Its largest principal value is about 4 % of that strain, and nonlinear elastic constants, not included here, may add more. The rotation itself is about 1.4° on (321) and just over 1° on (110), so the tilts in the table are uncertain by about that much.

A field \(E_n\) along the normal adds \(-E_nP_n\) to \(F\). The elimination of strain is unchanged, but the energy is no longer even in \(P\). The closed radial root is then lost. One hemisphere still suffices for the lowest state: reversing \(P\) changes only the field term, so that state has \(P_n\) along the field. The other hemisphere is needed only for metastable states, such as those on a hysteresis loop. The numerical output lists the remaining stresses, strains and screened states.

## Values computed for the example and the checks

```
T = 300 K, T0 = 750 K, misfit = -0.50 %
a1 slope = 3.80e+05 J m/(C^2 K); a1 = -1.710e+08 J m/C^2
a11, a12 = -7.00e+07, 7.50e+08 J m^5/C^4
a111, a112, a123 = 2.60e+08, 6.00e+08, -3.00e+09 J m^9/C^6
s11, s12, s44 = 8.0, -2.5, 9.0 1/TPa
Q11, Q12, Q44 = 0.090, -0.025, 0.070 m^4/C^2
C11, C12, C44 = 174.6, 79.4, 111.1 GPa
bulk: P = 75.27 uC/cm2, energy = -72.07 MJ/m3
(111) biaxial modulus = 285.7 GPa; (001): 181.8 GPa
(321) film axes (rows, crystal components, no unit):
    0.5774  -0.5774  -0.5774
   -0.1543   0.6172  -0.7715
    0.8018   0.5345   0.2673
(321) S_II (1/TPa) | K (GPa), order 11, 22, sqrt2*12:
    4.000  -0.500  -0.000 |   253.26    26.04    -3.31
   -0.500   5.000   1.080 |    26.04   208.32   -26.47
    0.000   1.080   8.500 |    -3.31   -26.47   121.01
Lowest state: crystal Px Py Pz, |P|, Pn (uC/cm2), tilt (deg)
  (001)    0.00    0.00   68.83   68.83   68.83   0.00
  (110)   62.88   11.42   -0.00   63.91   52.54  34.71
  (111)   33.11   33.11   33.11   57.35   57.35   0.00
  (321)   69.05    5.41    5.40   69.47   59.69  30.76
Energy (MJ/m3); stress 11, 22, 12 (GPa)
  (001)   -60.56;   1.245   1.245  -0.000
  (110)   -34.23;  -0.395  -3.350   0.000
  (111)   -21.11;  -1.585  -1.585  -0.000
  (321)   -51.63;  -2.352   0.708   0.493
Strain 33, 23, 13, largest principal magnitude (%)
  (001)   3.642   0.000   0.000   3.642
  (110)   1.510   2.199  -0.000   2.922
  (111)   1.365   0.000   0.000   1.365
  (321)   2.437  -0.826   2.373   3.879
Energy error from clamped shears; domain floor; largest gain (MJ/m3)
  (001)    0.00    -72.1    11.5
  (110)   11.86    -40.8     6.6
  (111)    0.00    -36.2    15.1
  (321)   27.28    -55.9     4.3
Film 10 nm, total screening length 0.020 nm
Screening term = 1.129e+08 J m/C^2 times Pn^2
Screened |P|, Pn (uC/cm2), tilt (deg), field (MV/cm)
  (001)   55.91   55.91   0.00   1.26
  (110)   54.26   38.49  44.82   0.87
  (111)   41.41   23.04  56.20   0.52
  (321)   60.16   46.86  38.83   1.06
At 400 K, same misfit: |P|, Pn (uC/cm2), tilt (deg)
  (001)   65.24   65.24   0.00
  (110)   59.13   48.96  34.12
  (111)   50.92   50.92   0.00
  (321)   65.47   56.39  30.54
Dislocation thickness = 10.3 nm (Burgers 0.4 nm, Poisson 0.312)
```
